# Heat current for three-body potentials, tested by local energy continuity

## What symmetry fixes, and what it leaves open

The total heat current \(\mathbf J\) of a set of atoms has the dimension of energy times velocity. It is odd under time reversal. Its interaction part must not depend on the origin, so it is built from relative positions multiplied by powers, that is, by force times velocity:

\[
\mathbf J_{\rm int}\sim\sum(\text{relative position})\,(\text{force}\cdot\text{velocity}).
\]

Symmetry does not say which atom's velocity goes with which force. For pair forces, the mean velocity of the two atoms is correct. Using the mean velocity of three atoms for a triplet satisfies the same requirements and is wrong. Local energy continuity decides the matter.

## Energy, forces and continuity

The atoms are classical, have equal mass \(m\) and feel no external force. Let \(\mathbf r_{ij}=\mathbf r_j-\mathbf r_i\), and let \(U=\sum_iU_i\), where \(U_i\) depends only on the vectors from atom \(i\) to its neighbours. Define \(\mathbf g_{ij}=\partial U_i/\partial\mathbf r_{ij}\). Moving atom \(i\) changes \(\mathbf r_{ij}\) with a minus sign and \(\mathbf r_{ji}\) with a plus sign, so

\[
\mathbf F_i=-\frac{\partial U}{\partial\mathbf r_i}=\sum_j(\mathbf g_{ij}-\mathbf g_{ji}).
\]

With \(E_i=mv_i^2/2+U_i\), the chain rule gives

\[
\dot E_i=\mathbf v_i\cdot\mathbf F_i+\sum_j\mathbf g_{ij}\cdot(\mathbf v_j-\mathbf v_i)
=\sum_j(\mathbf g_{ij}\cdot\mathbf v_j-\mathbf g_{ji}\cdot\mathbf v_i).
\]

The terms \(\mathbf g_{ij}\cdot\mathbf v_i\) have cancelled. Each remaining bracket changes sign when \(i\) and \(j\) are exchanged, so it is a transfer from \(j\) to \(i\). The energy of a fixed group of atoms therefore changes only through links that leave the group.

For a finite body, \(\mathbf J=d(\sum_i\mathbf r_iE_i)/dt\). Insert \(\dot E_i\) and exchange the labels in its second term:

\[
\mathbf J=\sum_iE_i\mathbf v_i+\sum_{ij}(\mathbf r_i-\mathbf r_j)\,\mathbf g_{ij}\cdot\mathbf v_j
=\sum_iE_i\mathbf v_i-\sum_{ij}\mathbf r_{ij}(\mathbf g_{ij}\cdot\mathbf v_j).
\]

The last form contains only relative vectors. In a periodic sheet they are taken to the interacting image.

## The potential and its gradients

The site energy is

\[
U_i=\tfrac12\sum_jV(r_{ij})+\sum_{j<k}h_{ijk},\qquad
h_{ijk}=\lambda(c-c_0)^2f(r_{ij})f(r_{ik}),
\]

where \(c\) is the cosine of the angle at \(i\), and

\[
V=A\left(\frac B{r^4}-1\right)e^{\sigma/(r-r_c)},\qquad f=e^{\gamma/(r-r_c)}\qquad(r<r_c).
\]

Both vanish smoothly at the cutoff \(r_c\). With unit vectors \(\mathbf e_j=\mathbf r_{ij}/r_{ij}\), we have \(\partial c/\partial\mathbf r_{ij}=(\mathbf e_k-c\,\mathbf e_j)/r_{ij}\). One triplet thus contributes

\[
\mathbf G_j=\frac{2\lambda(c-c_0)f_jf_k}{r_{ij}}(\mathbf e_k-c\,\mathbf e_j)+\lambda(c-c_0)^2f'_jf_k\,\mathbf e_j
\]

to \(\mathbf g_{ij}\), and \(\mathbf G_k\) follows by exchanging \(j\) and \(k\). The pair part of \(\mathbf g_{ij}\) is \(V'\mathbf e_j/2\).

## The error of the equal-share virial

Some per-atom outputs give each atom of a triplet one third of \(h\) and one third of its virial. To judge the virial fairly, first find the exact current for this energy partition.

Let \(b\) run over the three atoms, let \(\mathbf F_b\) be the triplet forces and \(\mathbf R\) the centroid. The triplet adds \(h\mathbf R\) to the energy dipole, and its forces change the kinetic energies. Since \(\dot h=-\sum_b\mathbf F_b\cdot\mathbf v_b\), the total is

\[
\frac{d(h\mathbf R)}{dt}+\sum_b\mathbf r_b(\mathbf F_b\cdot\mathbf v_b)
=h\dot{\mathbf R}+\sum_b(\mathbf r_b-\mathbf R)(\mathbf F_b\cdot\mathbf v_b).
\]

The first term is convective; the second is the exact interaction current. The naive rule instead gives \(\mathsf W\bar{\mathbf v}\), where \(\mathsf W=\sum_b(\mathbf r_b-\mathbf R)\otimes\mathbf F_b\) and \(\bar{\mathbf v}\) is the mean velocity. The missing current is

\[
\Delta\mathbf J=\sum_b(\mathbf r_b-\mathbf R)\,\mathbf F_b\cdot(\mathbf v_b-\bar{\mathbf v}).
\]

For a pair, the two relative positions are opposite and so are the two forces. Their products are equal, and \(\sum_b(\mathbf v_b-\bar{\mathbf v})=0\) makes the error vanish. For three atoms there is no such cancellation in general.

If all velocities are equal, \(\Delta\mathbf J=0\). The naive shares therefore add up to the correct total virial, and a pressure test cannot reveal the fault. For a disordered periodic sheet, straining the cell gave \(-8.27404\) eV for the \(xx\) virial, and the naive shares gave the same value.

The centre and equal-share partitions have different exact currents:

\[
\mathbf J_{\rm centre}-\mathbf J_{\rm share}=\dot{\mathbf B},\qquad
\mathbf B=\sum h(\mathbf r_i-\mathbf R).
\]

A Green–Kubo conductivity measures the linear growth in time \(t\) of the variance of \(\int\mathbf J\,dt\). The change \(\mathbf B(t)-\mathbf B(0)\) has bounded variance, and its cross term grows at most as \(\sqrt t\) by the Cauchy–Schwarz inequality. Divided by \(t\), both vanish, so either exact current gives the same conductivity. The naive error is not of this harmless kind, as the phonon results below show.

## Pseudocode, cost and stability

```
find directed links i->j with image vectors d_ij
clear F, U, J
for each directed link i->j:
    g = V'(r_ij) e_ij / 2
    U[i] += V(r_ij) / 2
    F[i] += g;  F[j] -= g
    save (d_ij, g, j)
for each centre i and neighbours j < k:
    compute h, Gj, Gk
    U[i] += h
    F[i] += Gj + Gk;  F[j] -= Gj;  F[k] -= Gk
    save (d_ij, Gj, j) and (d_ik, Gk, k)
complete the velocity step using F
for each saved (d, g, j):
    J -= d * dot(g, v[j])
for each atom i:
    J += (m*v[i]^2/2 + U[i]) * v[i]
```

For \(N\) atoms with \(z\) neighbours each, there are \(Nz\) directed links and \(Nz(z-1)/2\) triplets. With a neighbour list, force and current both cost \(O(Nz^2)\). The current needs no further derivatives.

An equivalent per-atom quantity is \(\mathsf W_j=-\sum_i\mathbf r_{ij}\otimes\mathbf g_{ij}\), with interaction current \(\sum_j\mathsf W_j\mathbf v_j\). All nine components must be kept: \(\mathbf G_j\) has a part along \(\mathbf e_k\), so \(\mathsf W_j\) need not be symmetric.

Evaluating \(\mathbf J\) does not feed back on the motion, so stability is that of the integrator. For velocity Verlet, a harmonic mode requires \(\omega\Delta t<2\). The highest mode of the sheet below, 6.78 THz, with a 1 fs step has \(\omega\Delta t=2\pi(6.78\times10^{12})(10^{-15})=0.043\).

The main failure modes are these:

- Positions and velocities from different times, such as half-step velocities, give a first-order error in \(\Delta t\).
- Wrapped coordinates used in place of image vectors give false long transfers.
- A one-way link list loses half of the pair energy and also misses triplets. Changing the factor \(1/2\) repairs only the pair part.
- A potential that jumps at the cutoff breaks continuity whenever a link crosses it.
- Energies from one partition combined with the virial of another do not form a conserved current.

## Continuity along a trajectory

The example is a buckled honeycomb sheet with bond length \(d=0.29\) nm, \(c_0=-0.02\), \(r_c=0.38\) nm and mass 122 u. The pair well is 1.2 eV deep with its minimum at \(d\); \(\lambda=20\) eV and \(\sigma=\gamma=0.10\) nm. The lattice constant is \(d\sqrt{2(1-c_0)}=0.414\) nm, and the buckling height is \(\Delta=0.164\) nm.

A free flake of 72 atoms was followed for 3 ps. Its mean kinetic temperature after the first picosecond was 253 K, below the 300 K used for the transport estimates; about a tenth of that kinetic energy is rigid rotation of the flake. The energy of one half changed by 0.3185 eV rms. The accumulated link transfers missed this change by \(1.61\times10^{-4}\) eV rms, or 0.05% of it.

The second test compares the change in the in-plane energy dipole with the time integral of the current. The rms change was 0.639 eV nm. Relative to the change of the corresponding dipole, the rms mismatch was \(6\times10^{-5}\) for both exact currents and 0.33 for the naive one. In the final snapshot, the \(x\) component of the dipole rate and of the exact equal-share current was \(-0.743\) eV nm/ps, while the naive current was \(-0.570\) eV nm/ps. With \(\lambda=0\) at the same positions and velocities, the naive current agreed with the dipole rate to a relative error of \(4.5\times10^{-9}\). The failure therefore comes from the three-body term.

## Phonons and two long-wave limits

A narrow harmonic wave packet of energy \(E\) moves its energy dipole at the rate \(E\mathbf v_g\), where \(\mathbf v_g\) is the group velocity. Locally the packet is a plane wave, so the cycle-averaged current of a plane wave divided by its energy must also be \(\mathbf v_g\). On a \(10\times10\) wavevector grid, the exact current met this condition with a largest error of \(2.1\times10^{-7}\) of the top group speed.

For one wavevector along Γ–M, the velocities along the wavevector are:

| Frequency (THz) | Exact (km/s) | Naive (km/s) |
|---:|---:|---:|
| 0.583 | 1.895 | 0.563 |
| 1.153 | 1.863 | 1.825 |
| 1.779 | 2.761 | 3.013 |
| 5.862 | −0.382 | −0.193 |
| 5.971 | −0.202 | −0.237 |
| 6.523 | −0.751 | −0.361 |

The naive rule can overestimate as well as underestimate a velocity.

**In-plane acoustic waves.** At small wavevector \(q\), triplet forces are proportional to strain, hence to \(q\), while velocity differences inside a triplet carry another factor \(q\). The error is thus at most of relative order \(q\). For waves 24 and 48 cells long, the longitudinal naive-to-exact ratio was 1.0031 and 1.0008. The deviation falls about fourfold when \(q\) is halved, as expected for a \(q^2\) correction.

**Flexural waves.** Here the error survives. Let the sheet's height be \(w(x,t)\), with curvature \(\chi=w''\). Measured from the midplane, bending gives \(u_z=\chi x^2/2\) and \(u_x=-\chi xz\). Take a central atom at height \(-\Delta/2\), with neighbours at \(+\Delta/2\) and horizontal offsets \(x_j,x_k\). The first-order changes are

\[
\delta\!\left(\frac{r_{ij}^2}{2}\right)=-\frac{\chi\Delta x_j^2}{2}+\frac{\chi\Delta x_j^2}{2}=0,
\]

\[
\delta(\mathbf r_{ij}\cdot\mathbf r_{ik})=-\chi\Delta x_jx_k+\frac{\chi\Delta}{2}(x_j^2+x_k^2)=\frac{\chi\Delta X^2}{2},
\]

with \(X=x_j-x_k\). Bonds keep their length, but \(\delta c=\chi\Delta X^2/(2d^2)\). Inversion about a bond midpoint reverses \(\chi\) but preserves a relative shift of the sublattices and an in-plane strain. Neither can therefore couple linearly to curvature in the harmonic energy.

With \(K=\lambda f(d)^2\), the triplet energy is \(h=K(\delta c)^2\), and its bending moment is

\[
M_t=\frac{\partial h}{\partial\chi}=K\,\delta c\,\frac{\Delta X^2}{d^2}.
\]

Set \(\phi=2K\delta c/d\). The forces on the end atoms and their positions from the centroid are

\[
\mathbf F_j=-\phi(\mathbf e_k-c_0\mathbf e_j),\qquad
\mathbf s_j=\frac d3(2\mathbf e_j-\mathbf e_k),
\]

and the same with \(j,k\) exchanged. The central force is parallel to its position \(\mathbf s_i\). If the local slope changes at the rate \(\Omega=\dot w'\), the relative velocity is \(\Omega(s_x\hat{\mathbf z}-s_z\hat{\mathbf x})\), so

\[
\Delta J_x=\Omega\sum_bs_{b,x}\tau_b,\qquad \tau_b=s_{b,x}F_{b,z}-s_{b,z}F_{b,x}.
\]

The central atom has \(\tau_i=0\). Since \(e_{j,x}e_{k,z}-e_{j,z}e_{k,x}=\Delta X/d^2\), direct multiplication gives

\[
\tau_j=-\tau_k=-\frac{\phi d}{3}(2-c_0)\frac{\Delta X}{d^2}.
\]

With \(s_{j,x}-s_{k,x}=X\),

\[
\Delta J_x=-\frac{2(2-c_0)}3M_t\Omega.
\]

On the other sublattice both \(\Delta\) and \(\delta c\) change sign, so this relation is unchanged and the contributions add.

For the whole sheet, let \(\rho\) be the areal mass density and \(D\) the bending rigidity. From \(\rho\ddot w=-Dw''''\) and energy density \(\rho\dot w^2/2+D(w'')^2/2\), the flux is \(Dw'''\dot w-Dw''\dot w'\). For \(w=a\cos(qx-\omega t)\), its terms are \(Da^2q^3\omega\sin^2(qx-\omega t)\) and \(Da^2q^3\omega\cos^2(qx-\omega t)\). Their averages are equal, so the full flux is twice the average of \(-M\Omega\), with \(M=Dw''\). The missing fraction is \((2-c_0)/3\), leaving

\[
\frac{J_{\rm naive}}J\longrightarrow\frac{1+c_0}{3}=\frac{0.98}{3}=0.327.
\]

The 24- and 48-cell waves gave 0.3255 and 0.3264; removing the \(q^2\) correction gave 0.3267. The formula holds for an unstressed buckled sheet with this potential, in the harmonic long-wave limit.

## Effect on conductivity, and the real case

For independent classical modes, the energy variance is \((k_BT)^2\) per mode. If its correlation decays as \(e^{-t/\tau}\), the Green–Kubo integral gives the sheet conductance

\[
\kappa_s=\frac{k_B}{\mathcal A}\sum_s v_{s,x}^2\tau_s,
\]

where \(\mathcal A\) is the area. Correlations between different modes are left out. With one chosen lifetime \(\tau=5\) ps, the \(10\times10\) grid without its \(q=0\) point gives \(\kappa_s=1.95\) nW/K. Dividing by a nominal thickness of 0.4 nm gives \(\kappa=4.9\) W/(m K). Naive velocities at the same lifetime give \(0.784\times4.88=3.8\) W/(m K), 22% lower. A \(7\times7\) grid changes the ratio from 0.784 to 0.796. Neither grid is converged: \(80\times80\) and \(160\times160\) grids give \(\kappa_s=2.00\) nW/K, \(\kappa=5.0\) W/(m K) and a ratio of 0.791, so the naive value is 4.0 W/(m K), 21% lower. With \(\tau\propto\omega^{-2}\) the ratio on the \(10\times10\) grid drops to 0.418. This weighting favours low frequencies, where flexural waves enter with a squared ratio near \(0.327^2=0.107\). At small \(q\), \(v^2/\omega^2\) is \(1/q^2\) for each of the two in-plane sound waves, with \(\omega\propto q\), and \(4/q^2\) for the flexural wave, with \(\omega\propto q^2\). In two dimensions the conductance under this weighting therefore grows logarithmically without limit as the grid is refined, and its value has no meaning here. The ratio stays finite: it tends slowly to \((2+4\times0.107)/6=0.40\), close to the value on the grid.

The geometry and mass are in the rough regime of antimonene, a buckled antimony monolayer with a lattice constant near 0.41 nm. The force parameters are round choices, not a fit, and \(\kappa\) is proportional to the chosen lifetime, so 4.9 W/(m K) is not a material prediction. Real lifetimes differ between modes, and the two weightings show that this can move the naive-to-exact ratio from 0.79 to about 0.4. Quantum heat capacities at 300 K lower \(\kappa\) by 1.2% at fixed lifetimes. The longest free path on the grid is \(3.25\times5=16\) nm (17 nm on fine grids, where the top speed reaches 3.40 km/s). In a 100 nm channel, an added boundary scattering rate \(v/L\) would reduce that fastest mode's lifetime by a factor \(1/(1+0.16)=0.86\). For \(5\times10^{12}\) cm\(^{-2}\) carriers with mobility 100 cm\(^2\)/Vs, the degenerate Wiedemann–Franz estimate adds 0.59 nW/K, or 30% of the lattice value. This estimate is rough. The zero-temperature Fermi energy is just 1.2 \(k_BT\) for one valley of mass 0.4 electron masses, so the carriers are not degenerate. For an energy-independent scattering time the Lorenz number is then about 0.7 of the degenerate value; a scattering time that rises steeply with energy can push it above that value.

The flake's potential-to-kinetic energy ratio was 0.912, below the \((3N-6)/(3N-3)=0.986\) of a harmonic flake at full equipartition. The gap is not a sign of anharmonicity. Only the mean velocity was removed at the start, so the flake also rotates rigidly. This rotation held about 5% of the initial kinetic energy, and conservation of angular momentum keeps it from being shared with the vibrations. Purely harmonic motion from the same start gives 0.896, so anharmonicity moves the ratio only from about 0.90 to 0.91. This small shift does not determine the phonon lifetimes, which remain uncomputed. Substrate coupling and defects are also absent, and their effect is not estimated here. The remaining values are in the numerical output.

## Table of computed values

```
bond 0.29 nm, cutoff 0.38 nm, cos(angle) -0.02, mass 122.0 u
pair depth 1.2 eV, lambda 20.0 eV, sigma 0.1 nm, gamma 0.1 nm
pair prefactor A 6.9080 eV, B 0.003341 nm^4
lattice constant 0.4142 nm, buckling 0.1640 nm
flake: 72 atoms, 3000 steps of 1 fs
flake mean temperature after 1 ps: 253 K
force check, largest relative error: 1.8e-08
site energy balance, largest relative error: 4.3e-09
half-flake energy change, rms: 0.3185 eV
half-flake link-balance mismatch, rms: 1.61e-04 eV
energy-dipole change (share), rms: 0.6394 eV nm
dipole mismatch / change, exact centre: 6.11e-05
dipole mismatch / change, exact share: 6.09e-05
dipole mismatch / change, naive: 0.331
snapshot x: dipole rate (share) -0.74304 eV nm/ps
snapshot x: exact share current -0.74304 eV nm/ps
snapshot x: naive current -0.56988 eV nm/ps
naive virial-current error / exact virial current, rms: 0.293
pair-only naive current, relative error: 4.5e-09
periodic virial xx from strain: -8.27404 eV
periodic virial xx from naive shares: -8.27404 eV
phonon current vs group velocity, error / top speed: 2.1e-07
Gamma-M wave at 2/10 of b1: THz, group, exact, naive speed in km/s
  0.583  1.8947  1.8947  0.5631
  1.153  1.8629  1.8629  1.8250
  1.779  2.7614  2.7614  3.0130
  5.862  -0.3817  -0.3817  -0.1928
  5.971  -0.2019  -0.2019  -0.2370
  6.523  -0.7509  -0.7509  -0.3612
naive/exact, 24-cell wave: flexural 0.3255, transverse 0.9990, longitudinal 1.0031
naive/exact, 48-cell wave: flexural 0.3264, transverse 0.9998, longitudinal 1.0008
long-wave limits, same order: 0.3267, 1.0000, 1.0000
flexural limit from (1+c0)/3: 0.3267
conductivity naive/exact, equal lifetimes, 10x10 grid: 0.7842
same ratio, 7x7 grid: 0.7962
same ratio, lifetime ~ 1/frequency^2, 10x10 grid: 0.4181
chosen lifetime 5.0 ps, nominal thickness 0.4 nm, 300 K
lattice sheet conductance, exact velocities: 1.951 nW/K
lattice conductivity, exact velocities: 4.877 W/(m K)
lattice conductivity, naive velocities: 3.825 W/(m K)
quantum/classical conductivity at same lifetimes: 0.9882
flake potential/kinetic energy (near 1 if harmonic): 0.912
top group speed 3.246 km/s, free path 16.23 nm
free path / 100 nm channel: 0.162
carriers 5e+12 cm^-2, mobility 100 cm2/Vs, mass 0.4 m_e
electron sheet heat conductance (degenerate Lorenz): 0.587 nW/K
electron/lattice heat conductance: 0.301
zero-temperature Fermi energy / kT, one valley: 1.157
```
